# Why centroid dynamics red shifts a stretch on cooling: a numerical check

```python
# Curvature red shift of centroid molecular dynamics (CMD), 2D radial Morse well.
# Atomic units, hbar=1. V(r)=D(1-exp(-a(r-re)))^2, mass m, beta=1/kT, b=beta/m.
# Q centroid of the imaginary-time path, S=|Q|^2=R^2, rho(R)=exp(-beta F(R)).
# Control (index 0): planar CMD on the centroid potential of the 1D Morse well.
# Under test:  <S>=<S>0-b/12,  Var S=Var0 S+b^2/360,  w^2=4<S>/(beta m Var S)
#   = w0^2 (1-eta/12)/(1+eps), eta=b/<S>0, eps=beta^3 w0^2/(1440 m <S>0);
# inner side of F nearly linear, slope -K r, K=m(2 pi/beta)^2; collapsed polymer
# unstable for -V'(R)/R>K. Reference: <exp(ik.Q)>=Tr exp(-beta H+ikx)/Z.
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.linalg import eigh, eigvalsh, expm
from scipy.special import j0, j1, jn_zeros
from scipy.optimize import brentq, minimize
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants as pc

KELVIN = pc['hartree-kelvin relationship'][0]
CM = pc['hartree-inverse meter relationship'][0]/100
D, a, m, RE = 0.2, 1.1, 1800.0, 1.8
V = lambda x: D*(1-np.exp(-a*x))**2
dV = lambda x: 2*D*a*(1-np.exp(-a*x))*np.exp(-a*x)
d2V = lambda x: 2*D*a*a*(2*np.exp(-2*a*x)-np.exp(-a*x))
dx = 0.04
xg = np.arange(-0.9, 2.4001, dx)
ij = np.subtract.outer(np.arange(xg.size), np.arange(xg.size))
Tk = np.where(ij == 0, np.pi**2/3, 2.0*(1-2*(ij % 2))/np.maximum(ij**2, 1))/(2*m*dx*dx)
E1, U1 = eigh(Tk+np.diag(V(xg)))
we = a*np.sqrt(2*D/m)
nh = np.arange(8)+0.5
assert np.allclose(E1[:8], we*nh-we**2/(4*D)*nh**2, atol=1e-8, rtol=0)
w01 = E1[1]-E1[0]
e30 = E1[:30]-E1[0]
x30 = U1[:, :30].T@(xg[:, None]*U1[:, :30])

def char1d(beta, k):
    return np.trace(expm(np.diag(-beta*e30)+1j*k*x30))/np.exp(-beta*e30).sum()

def control_density(beta, re, s=0.0, cut=7.5):
    # Fourier series of exp(s x) rho(x): contour k -> k - i s; s moves the well-resolved region
    Lp = 1.6
    n = np.arange(0, int(cut*np.sqrt(beta*m)*w01*Lp/(2*np.pi))+1)
    k = 2*np.pi/Lp*n-1j*s
    Z = np.array([char1d(beta, q) for q in k])*np.where(n == 0, 1.0, 2.0)/Lp
    def rho(R):
        ph = Z*np.exp(-1j*np.outer(np.atleast_1d(R)-re, k))
        return ph.sum(1).real, (ph@(-1j*k)).real, (ph@(-k*k)).real
    return rho

def s_moments(R, rho):
    w = R*rho/np.sum(R*rho)
    s = np.sum(w*R**2)
    return s, np.sum(w*(R**2-s)**2)

def radial(re, nr, M):
    r = re+xg
    E, U = [], []
    for l in range(M+1):
        e, u = eigh(Tk+np.diag(V(xg)+(l*l-0.25)/(2*m*r*r)), subset_by_index=[0, nr-1])
        E.append(e); U.append(u)
    E = np.array(E)
    return (E-E[0, 0], [U[l].T@(r[:, None]*U[l+1]) for l in range(M)],
            [u.T@((r*r)[:, None]*u) for u in U])

def blocks(E, Rm, M, nr):
    out = []
    for l0 in (0, 1):                      # cos(l theta) and sin(l theta) blocks
        n = (M+1-l0)*nr
        up = np.zeros((n, n))
        for l in range(l0, M):
            i = (l-l0)*nr
            up[i:i+nr, i+nr:i+2*nr] = (np.sqrt(0.5) if l == 0 else 0.5)*Rm[l][:nr, :nr]
        out.append((E[l0:M+1, :nr].ravel(), up))
    return out

def field_moments(bl, beta, r0):
    w = 0.75*(1+np.cos(np.pi*(np.arange(11)+0.5)/11))
    Z = [sum(np.exp(eigvalsh(np.diag(-beta*e)+2*np.sqrt(q)/r0*(u+u.T))).sum()
             for e, u in bl) for q in w]
    p = Chebyshev.fit(w, Z, 10, domain=[0, 1.5])
    s1, s2 = r0**2*p.deriv(1)(0)/p(0), 2*r0**4*p.deriv(2)(0)/p(0)
    return s1, s2-s1*s1

def kubo_w(e, beta):
    d = np.maximum(beta*np.abs(np.subtract.outer(e, e)), 1e-14)
    return np.exp(-beta*np.minimum.outer(e, e))*(-np.expm1(-d))/d

def rotor(eta):
    M = int(np.sqrt(60/eta))+4
    E = (0.5*eta*np.arange(M+1.0)**2)[:, None]
    return field_moments(blocks(E, [np.ones((1, 1))]*M, M, 1), 1.0, 1.0)

def analyse(re, T, data):
    E, Rm, R2 = data
    beta = KELVIN/T
    M = min(32, int(np.sqrt(60*m*(re+0.03)**2/beta))+4)
    bl = blocks(E, Rm, M, 8)
    S, vS = field_moments(bl, beta, re)
    Z = sum(np.exp(-beta*e).sum() for e, u in bl)
    kxx = sum(np.sum((u+u.T)**2*kubo_w(e, beta)) for e, u in bl)/Z
    assert abs(2*kxx/S-1) < 1e-7
    Rg = re+np.linspace(-0.55, 1.05, 800, endpoint=False)
    S0, v0 = s_moments(Rg, control_density(beta, re)(Rg)[0])
    Zq = A1 = A2 = Ad = band = pz = 0.0
    for l in range(E.shape[0]):
        g = 1 if l == 0 else 2
        p, w = np.exp(-beta*E[l]), kubo_w(E[l], beta)
        Zq += g*p.sum(); A1 += g*p@np.diag(R2[l]); A2 += g*np.sum(R2[l]**2*w)
        Ad += g*np.sum(R2[l]**2*w*np.subtract.outer(E[l], E[l])**2)
        band += g*p[0]*(E[l, 1]-E[l, 0]); pz += g*p[0]
    assert abs(Ad/(4*A1/(beta*m))-1) < 1e-5
    wq = np.sqrt(Ad/Zq/(A2/Zq-(A1/Zq)**2))
    b = beta/m
    w, w0 = np.sqrt(4*S/(beta*m*vS)), np.sqrt(4*S0/(beta*m*v0))
    eta, eps = b/S0, beta**3*w0**2/(1440*m*S0)
    g0 = U1[:, 0]**2
    vrot = (g0@(re+xg))**4*rotor(b*(g0@(re+xg)**-2.0))[1]
    return dict(T=T, beta=beta, b=b, S=S, vS=vS, S0=S0, v0=v0, w=w, w0=w0, wq=wq,
                band=band/pz, eta=eta, eps=eps, vrot=vrot,
                wp=w0*np.sqrt((1-eta/12)/(1+eps)))

print(f"D={D} Eh, a={a} 1/bohr, re={RE} bohr, m={m} me")
print(f"harmonic w={we*CM:.1f}, anharm wx={we**2/(4*D)*CM:.1f}, 1D w01={w01*CM:.1f} cm-1")
g0 = U1[:, 0]**2
rbar = g0@(RE+xg)
print(f"1D ground state <r>={rbar:.4f} bohr, <r>^2<1/r^2>={rbar**2*(g0@(RE+xg)**-2.0):.4f}")

# explicit P-bead integral for the centroid characteristic function
bt, P, kt = KELVIN/150, 1024, 30.0
xt = np.arange(-0.6, 0.9, 0.0125)
ker = 0.0125*np.sqrt(m*P/(2*np.pi*bt))*np.exp(-m*P*np.subtract.outer(xt, xt)**2/(2*bt))
def beads(k):
    h = np.exp((-bt*(V(xt)-E1[0])+1j*k*xt)/(2*P))
    return np.trace(np.linalg.matrix_power(h[:, None]*ker*h[None, :], P))
zb, zt = beads(kt)/beads(0.0), char1d(bt, kt)
assert abs(zb-zt) < 2e-3
print(f"1D 150 K k={kt} 1/bohr: {P} beads {zb:.5f}, trace {zt:.5f}")

# rigid ring limit
rm, rv = [], []
for eta in (0.1, 0.05):
    s, v = rotor(eta)
    rm.append((1-s)/(eta/12)); rv.append(v/(eta**2/360))
    print(f"rigid ring eta={eta}: <G>/(b/12)={rm[-1]:.4f}, VarG/(b^2/360)={rv[-1]:.4f}")
assert abs(2*rm[1]-rm[0]-1) < 1e-3 and abs(2*rv[1]-rv[0]-1) < 3e-3

data = radial(RE, 9, 32)
res = [analyse(RE, T, data) for T in (600, 400, 300, 200, 150, 100)]
print("T/K beta/Eh^-1 <S>0 <S> b/12 (bohr^2) eta eps")
for r in res:
    print(f"{r['T']} {r['beta']:.1f} {r['S0']:.4f} {r['S']:.4f} {r['b']/12:.4f} {r['eta']:.4f} {r['eps']:.4f}")
    assert abs((r['S0']-r['S'])/(r['b']/12)-1) < 0.04
print("T/K Var0S VarS b^2/360 rotorVar (1e-3 bohr^4) excess/(b^2/360)")
for r in res:
    ex, lead = r['vS']-r['v0'], r['b']**2/360
    print(f"{r['T']} {1e3*r['v0']:.3f} {1e3*r['vS']:.3f} {1e3*lead:.3f} {1e3*r['vrot']:.3f} {ex/lead:.3f}")
    if r['T'] <= 300:
        assert abs(ex/lead-1) < 0.12 and abs(ex/r['vrot']-1) < 0.05
print("T/K quantum 0-1 origin, quantum rms, control rms, CMD rms, formula (cm-1)")
for r in res:
    print(f"{r['T']} {r['band']*CM:.0f} {r['wq']*CM:.0f} {r['w0']*CM:.0f} {r['w']*CM:.0f} {r['wp']*CM:.0f}")
    assert abs(r['wp']/r['w']-1) < 0.03
for key in ('band', 'wq', 'w0'):
    vals = np.array([r[key] for r in res])
    assert np.ptp(vals)/vals.mean() < 0.015
assert np.all(np.diff([r['w']/r['w0'] for r in res]) < 0)
assert np.all(np.diff([r['w'] for r in res[1:]]) < 0) and res[-1]['w'] < 0.8*res[-1]['w0']
c = res[4]
big = analyse(2*RE, 150, radial(2*RE, 9, 32))
ratio = (big['w']**-2-big['w0']**-2)/(c['w']**-2-c['w0']**-2)
print(f"150 K re={2*RE} bohr: control {big['w0']*CM:.0f}, CMD {big['w']*CM:.0f} cm-1")
print(f"ratio of shifts in 1/w^2 {ratio:.4f}, ratio of 1/<S>0 {c['S0']/big['S0']:.4f}")
assert abs(ratio/(c['S0']/big['S0'])-1) < 0.10

# full centroid density at 150 K, Fourier-Bessel series (ikx made real by phases i^l)
beta, L = c['beta'], 2.1
bl = blocks(data[0], data[1], 22, 9)
zer = jn_zeros(0, 120)
kb = zer/L
def trexp(e, u, k):
    h = expm(0.5*(np.diag(-beta*e)+k*(u-u.T)))
    return np.sum(h*h.T)
Z0 = sum(np.exp(-beta*e).sum() for e, u in bl)
Zk = np.array([sum(trexp(e, u, k) for e, u in bl) for k in kb])/Z0
assert np.abs(Zk[-5:]).max() < 1e-7
cf = Zk/(np.pi*L*L*j1(zer)**2)
def rho2(R):
    z = np.outer(np.atleast_1d(R), kb)
    return j0(z)@cf, -j1(z)@(cf*kb), -(j0(z)-j1(z)/z)@(cf*kb*kb)
Rg = np.linspace(1.2, 2.1, 901)
r2 = rho2(Rg)[0]
assert abs(2*np.pi*np.sum(Rg*r2)*(Rg[1]-Rg[0])-1) < 1e-5
sF, vF = s_moments(Rg, r2)
assert abs(sF/c['S']-1) < 1e-5 and abs(vF/c['vS']-1) < 1e-3

def derivs(rho, R):
    p, p1, p2 = (q[0] for q in rho(R))
    return -np.log(p)/beta, -p1/p/beta, -(p2/p-(p1/p)**2)/beta

def cmd_band(rho):
    p, p1, _ = rho(Rg)
    ok = p > p.max()*np.exp(-14.5)
    R = Rg[ok]
    assert np.allclose(np.diff(R), Rg[1]-Rg[0])
    dF = CubicSpline(R, -p1[ok]/p[ok]/beta)
    F = dF.antiderivative()
    Rm = brentq(dF, R[0], R[-1])
    xh, wh = np.polynomial.hermite.hermgauss(8)
    xl, wl = np.polynomial.laguerre.laggauss(10)
    R0, P0, Lz, W = [], [], [], []
    for x, w in zip(xh[4:], wh[4:]):
        l = x*np.sqrt(2*m*Rm*Rm/beta)
        q = brentq(lambda y: dF(y)-l*l/(m*y**3), R[0], R[-1])
        wmin = F(q)-F(Rm)+l*l/(2*m*q*q)
        for e, v in zip(xl[:7], wl[:7]):
            R0.append(q); P0.append(np.sqrt(2*m*e/beta)); Lz.append(l)
            W.append(w*v*np.exp(x*x-beta*wmin))
    R0, P0, Lz, W = map(np.array, (R0, P0, Lz, W))
    f = lambda y: -dF(np.clip(y, R[0], R[-1]))+Lz**2/(m*y**3)
    def step(y, q, h):
        a1, b1 = q/m, f(y)
        a2, b2 = (q+h*b1/2)/m, f(y+h*a1/2)
        a3, b3 = (q+h*b2/2)/m, f(y+h*a2/2)
        a4, b4 = (q+h*b3)/m, f(y+h*a3)
        return y+h*(a1+2*a2+2*a3+a4)/6, q+h*(b1+2*b2+2*b3+b4)/6
    per, y, q = np.zeros(R0.size), R0.copy(), P0.copy()
    for i in range(600):
        yn, q = step(y, q, 2.0)
        hit = (per == 0) & (y < R0) & (yn >= R0)
        per[hit] = 2.0*(i+(R0[hit]-y[hit])/(yn[hit]-y[hit]))
        y = yn
    assert np.all(per > 0)
    y, q, tr = R0.copy(), P0.copy(), []
    for i in range(128):
        tr.append(y*y)
        y, q = step(y, q, per/128)
    cn = np.fft.fft(np.array(tr), axis=0)/128
    W = W*per/np.sum(W*per)
    Om, pw = 2*np.pi/per, 2*np.abs(cn[1:64])**2
    mean = W@cn[0].real
    el = W@(cn[0].real-mean)**2
    var = el+W@pw.sum(0)
    rms = np.sqrt(W@(Om**2*(np.arange(1, 64.0)**2@pw))/var)
    I = W*pw[0]*Om**2
    cen = I@Om/I.sum()
    return Rm, var, rms, cen, np.sqrt(I@(Om-cen)**2/I.sum()), el/var

K = m*(2*np.pi/beta)**2
r0 = np.sqrt(c['S0'])
Rt = r0-0.2
rho1 = control_density(beta, RE)
rho1_tail = control_density(beta, RE, s=beta*dV(Rt-RE), cut=11.0)
mid_a, mid_b = np.array(derivs(rho1, Rt+0.1)), np.array(derivs(rho1_tail, Rt+0.1))
assert abs(beta*(mid_a[0]-mid_b[0])) < 1e-4 and np.allclose(mid_a[1:], mid_b[1:], rtol=1e-4, atol=0)
print(f"150 K: K={K:.5f} Eh/bohr^2, r0=sqrt<S>0={r0:.4f} bohr, tail R={Rt:.4f} bohr")
print(f"control F'' at R={Rt+0.1:.4f} bohr: plain {mid_a[2]:.5f}, shifted contour {mid_b[2]:.5f} Eh/bohr^2")
out = {}
for name, rho, rtail, vref, wref in (("control", rho1, rho1_tail, c['v0'], c['w0']),
                                     ("CMD 2D", rho2, rho2, c['vS'], c['w'])):
    Rm, var, rms, cen, wid, el = cmd_band(rho)
    assert abs(var/vref-1) < 5e-3 and abs(rms/wref-1) < 5e-3
    fm, ft = derivs(rho, Rm), derivs(rtail, Rt)
    out[name] = (Rm, fm[2], ft[1], ft[2], cen, wid)
    print(f"{name}: Rmin={Rm:.4f} bohr, F''={fm[2]:.4f} Eh/bohr^2, w_harm={np.sqrt(fm[2]/m)*CM:.0f} cm-1")
    print(f"{name}: tail beta*dF={beta*(ft[0]-fm[0]):.2f}, F'={ft[1]:.4f} Eh/bohr, F''={ft[2]:.4f} Eh/bohr^2")
    print(f"{name}: orbits rms {rms*CM:.0f}, band centre {cen*CM:.0f}, sd {wid*CM:.0f} cm-1, zero-freq part {el:.4f}")
o1, o2 = out["control"], out["CMD 2D"]
print(f"tail slope estimate -K r0={-K*r0:.4f} Eh/bohr; band shift {(o2[4]-o1[4])*CM:.0f} cm-1")
assert o2[0] < o1[0] and o2[1] < 0.93*o1[1] and o2[4] < 0.95*o1[4] and o2[5] > o1[5]
assert abs(o2[2]/(-K*r0)-1) < 0.10 and abs(o2[3]) < 0.15*o1[1] and o1[3] > o1[1]

# minimum-energy path at fixed centroid (cosine Matsubara modes 1..8)
kk = np.arange(1, 9.0)
C = np.cos(2*np.pi*np.outer(kk, (np.arange(64)+0.5)/64))
k2 = np.tile(kk**2, 2)
def action(z, R):
    x, y = R+z[:8]@C, z[8:]@C
    r = np.hypot(x, y)
    g = dV(r-RE)/r
    grad = k2*z/2+np.concatenate([C@(g*x), C@(g*y)])/(64*K)
    return np.sum(k2*z*z)/4+V(r-RE).mean()/K, grad, np.mean(g*x)
def relax(R):
    z = np.zeros(16); z[8] = 0.3
    z = minimize(lambda u: action(u, R)[:2], z, jac=True, method='BFGS', options={'gtol': 1e-7}).x
    for _ in range(6):                     # Newton polish, fixed-step central-difference Hessian
        H = np.array([(action(z+d, R)[1]-action(z-d, R)[1])/2e-5 for d in 1e-5*np.eye(16)])
        z = z-np.linalg.solve(H.T, action(z, R)[1])
    assert np.abs(action(z, R)[1]).max() < 1e-8 and eigvalsh((H+H.T)/2)[0] > 0
    return abs(z[8]), action(z, R)[2]
Rc = brentq(lambda R: -dV(R-RE)/R-K, 1.3, RE)
up_amp, dn_amp = relax(Rc+0.005)[0], relax(Rc-0.005)[0]
assert up_amp < 1e-5 and dn_amp > 0.05
sl = relax(Rc-0.02)[1]
cv = (relax(Rc-0.01)[1]-relax(Rc-0.03)[1])/0.02
vpp = d2V(Rc-RE)
gam = 0.25-2.25*K/(vpp+4*K)
cvp = 2*gam*K-K*K*(1+2*gam)**2/(vpp+2*K+2*gam*K)
assert abs(sl/(-K*Rc)-1) < 0.02 and abs(cv-cvp) < 0.05*K and 0 < cv < 0.05*vpp
sig = 1/np.sqrt(beta*m*c['w0']**2)
est = 4*np.pi**2/np.sqrt(1440*c['eps'])
assert abs((RE-Rc)/sig/est-1) < 0.3
print(f"Rc={Rc:.4f} bohr, arc amplitude at Rc+0.005: {up_amp:.4f}, Rc-0.005: {dn_amp:.4f} bohr")
print(f"at Rc-0.02: slope {sl:.5f}, -K Rc {-K*Rc:.5f}, V' {dV(Rc-0.02-RE):.5f} Eh/bohr")
print(f"gamma {gam:.4f}; curvature {cv:.5f}, formula {cvp:.5f}, V''(Rc) {vpp:.4f} Eh/bohr^2")
print(f"thermal width {sig:.4f} bohr, (re-Rc)/width {(RE-Rc)/sig:.2f}, harmonic estimate {est:.2f}")
print("verified")
```

It prints:

```
D=0.2 Eh, a=1.1 1/bohr, re=1.8 bohr, m=1800.0 me
harmonic w=3598.9, anharm wx=73.8, 1D w01=3451.4 cm-1
1D ground state <r>=1.8284 bohr, <r>^2<1/r^2>=1.0159
1D 150 K k=30.0 1/bohr: 1024 beads 0.41899+0.46242j, trace 0.41893+0.46246j
rigid ring eta=0.1: <G>/(b/12)=0.9950, VarG/(b^2/360)=0.9788
rigid ring eta=0.05: <G>/(b/12)=0.9975, VarG/(b^2/360)=0.9893
T/K beta/Eh^-1 <S>0 <S> b/12 (bohr^2) eta eps
600 526.3 3.3556 3.3310 0.0244 0.0871 0.0042
400 789.4 3.3514 3.3145 0.0365 0.1309 0.0141
300 1052.6 3.3493 3.3003 0.0487 0.1746 0.0335
200 1578.9 3.3472 3.2740 0.0731 0.2621 0.1135
150 2105.2 3.3461 3.2489 0.0975 0.3495 0.2694
100 3157.8 3.3450 3.2006 0.1462 0.5244 0.9106
T/K Var0S VarS b^2/360 rotorVar (1e-3 bohr^4) excess/(b^2/360)
600 57.160 57.388 0.237 0.240 0.961
400 37.878 38.401 0.534 0.536 0.978
300 28.327 29.256 0.950 0.944 0.978
200 18.831 20.898 2.137 2.083 0.967
150 14.103 17.719 3.799 3.634 0.952
100 9.388 17.243 8.549 7.875 0.919
T/K quantum 0-1 origin, quantum rms, control rms, CMD rms, formula (cm-1)
600 3445 3447 3455 3436 3436
400 3447 3451 3464 3421 3421
300 3448 3453 3468 3387 3386
200 3449 3455 3471 3259 3254
150 3450 3456 3473 3053 3038
100 3450 3457 3475 2508 2459
150 K re=3.6 bohr: control 3476, CMD 3352 cm-1
ratio of shifts in 1/w^2 0.2567, ratio of 1/<S>0 0.2541
150 K: K=0.01603 Eh/bohr^2, r0=sqrt<S>0=1.8292 bohr, tail R=1.6292 bohr
control F'' at R=1.7292 bohr: plain 0.62232, shifted contour 0.62232 Eh/bohr^2
control: Rmin=1.8266 bohr, F''=0.4555 Eh/bohr^2, w_harm=3492 cm-1
control: tail beta*dF=23.32, F'=-0.1249 Eh/bohr, F''=0.8417 Eh/bohr^2
control: orbits rms 3473, band centre 3481, sd 7 cm-1, zero-freq part 0.0045
CMD 2D: Rmin=1.8025 bohr, F''=0.3777 Eh/bohr^2, w_harm=3179 cm-1
CMD 2D: tail beta*dF=7.75, F'=-0.0286 Eh/bohr, F''=0.0056 Eh/bohr^2
CMD 2D: orbits rms 3053, band centre 3060, sd 102 cm-1, zero-freq part 0.0028
tail slope estimate -K r0=-0.0293 Eh/bohr; band shift -421 cm-1
Rc=1.7470 bohr, arc amplitude at Rc+0.005: 0.0000, Rc-0.005: 0.1833 bohr
at Rc-0.02: slope -0.02812, -K Rc -0.02801, V' -0.03988 Eh/bohr
gamma 0.1935; curvature 0.00547, formula 0.00540, V''(Rc) 0.5747 Eh/bohr^2
thermal width 0.0325 bohr, (re-Rc)/width 1.63, harmonic estimate 2.00
verified
```
